\section*{Adding Inverse Mobilities: An Upper Bound for Elastic Scattering}

\section{The situation}

An electron drifting through a cold, fairly pure semiconductor is deflected by lattice vibrations and by charged impurities. It is simple to calculate a mobility for each mechanism acting alone, $\mu_1,\mu_2,\dots$, and tempting to combine them by adding inverses (Matthiessen's rule):
\begin{equation}
\frac{1}{\mu_M}=\sum_i\frac{1}{\mu_i}.
\label{rule}
\end{equation}
Scattering rates do add, but at each energy separately. A mobility is already an average over energy, and averaging does not commute with taking an inverse. Impurities mainly stop slow electrons and acoustic phonons mainly stop fast ones, so each mobility taken alone counts on electrons that the other mechanism would stop. This suggests that $\mu_M$ is too large. For elastic scattering it can be proved that $\mu_M$ is never too small, and the error has a closed expression.

\section{Which rates add}

Take one isotropic parabolic band, $E=\hbar^2k^2/2m$, in a weak uniform field. Let each scattering mechanism be elastic, with a probability per unit time and solid angle $w_i(E,\Theta)$ that depends on energy and on the angle $\Theta$ between the old and new directions. The mechanisms are independent, so their probabilities add without interference.

Forward and reverse elastic transitions have equal probabilities. The Pauli factors then cancel, because $f'(1-f)-f(1-f')=f'-f$, and the collision term is linear in the occupation $f$. It gives zero on any function of energy alone. Let it act on $f_1=a(E)\cos\theta$, where $\theta$ is measured from the field axis:
\begin{equation}
C_i[f_1]=a(E)\int d\Omega'\,w_i(E,\Theta)\,(\cos\theta'-\cos\theta).
\end{equation}
With the polar axis along the old direction, $\cos\theta'=\cos\theta\cos\Theta+\sin\theta\sin\Theta\cos\varphi$. The last term integrates to zero over $\varphi$, leaving
\begin{equation}
C_i[f_1]=-\nu_i(E)f_1,\qquad
\nu_i(E)=\int d\Omega'\,w_i(E,\Theta)(1-\cos\Theta).
\label{nui}
\end{equation}
This is the momentum relaxation rate, and $\tau_i=1/\nu_i$. Since the $w_i$ add, so do the rates: $\nu(E)=\sum_i\nu_i(E)$. We take every $\nu_i$ to be positive. Each must also be the same function whether its mechanism acts alone or with the others; if adding impurities changes the screening, the $\mu_i$ must be computed with the final screening.

\section{The mobility as an energy average}

The electron has charge $-e$, and the field $F$ points along $z$. To first order in $F$, with $f=f_0+f_1$, the steady Boltzmann equation is
\begin{equation}
-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_z}=-\nu f_1 .
\end{equation}
Because $\partial f_0/\partial k_z=\hbar v_z\,\partial f_0/\partial E$,
\begin{equation}
f_1=eF\,\frac{1}{\nu(E)}\,v_z\frac{\partial f_0}{\partial E}.
\end{equation}
At fixed energy this is proportional to $\cos\theta$, as assumed. The drift velocity is $\int d^3k\,v_zf_1/\int d^3k\,f_0$. It is negative, since electrons move against the field, and the mobility is minus this velocity divided by $F$. The angular average of $v_z^2$ is $v^2/3=2E/3m$, and $d^3k\propto E^{1/2}dE$, so
\begin{equation}
\mu=\frac{2e}{3m}\,
\frac{\int_0^\infty E^{3/2}\,\nu^{-1}\,(-\partial f_0/\partial E)\,dE}{\int_0^\infty E^{1/2}f_0\,dE}.
\end{equation}
Integration by parts, with vanishing boundary terms, gives $\int E^{3/2}(-\partial f_0/\partial E)dE=\tfrac32\int E^{1/2}f_0\,dE$. Therefore
\begin{equation}
\mu=\frac em\left\langle\frac1\nu\right\rangle,\qquad
\langle A\rangle=\frac{\int_0^\infty A\,E^{3/2}(-\partial f_0/\partial E)\,dE}{\int_0^\infty E^{3/2}(-\partial f_0/\partial E)\,dE}.
\label{avg}
\end{equation}
The weight is nonnegative and $\langle1\rangle=1$. The proof needs nothing else from it. Each mechanism alone gives $\mu_i=(e/m)\langle\tau_i\rangle$, which we take to be finite.

\section{The inequality}

Write $\mu_M=(e/m)\tau_M$. Rule (\ref{rule}) then reads $1/\tau_M=\sum_i1/\langle\tau_i\rangle$. Define the share of the scattering that the rule assigns to mechanism $i$:
\begin{equation}
p_i=\frac{\tau_M}{\langle\tau_i\rangle}.
\end{equation}
These constants satisfy
\begin{equation}
\sum_ip_i=1,\qquad
\sum_ip_i^2\langle\tau_i\rangle=\tau_M\sum_ip_i=\tau_M.
\label{pprops}
\end{equation}
The actual share at energy $E$ is $\nu_i(E)/\nu(E)$. Compare the two through a sum of squares, each divided by a positive rate:
\begin{align}
\sum_i\frac{1}{\nu_i}\left(p_i-\frac{\nu_i}{\nu}\right)^2
&=\sum_i\frac{p_i^2}{\nu_i}-\frac2\nu\sum_ip_i+\frac1{\nu^2}\sum_i\nu_i\nonumber\\
&=\sum_ip_i^2\tau_i-\frac2\nu+\frac1\nu
=\sum_ip_i^2\tau_i-\frac1\nu .
\end{align}
The second line uses $\sum p_i=1$ and $\sum\nu_i=\nu$. Now average over energy. The $p_i$ do not depend on energy, so the second relation in (\ref{pprops}) applies:
\begin{equation}
\boxed{\;\tau_M-\left\langle\frac1\nu\right\rangle
=\sum_i\left\langle\tau_i\left(p_i-\frac{\nu_i}{\nu}\right)^2\right\rangle\ge0\;}
\label{deficit}
\end{equation}
Multiplication by $e/m$ gives $\mu\le\mu_M$. The rule replaces an energy-dependent division of the scattering by a fixed one, and its error is the weighted mean square of that replacement.

As a numerical test, 2000 sets of three rates with random power laws and oscillating factors were averaged with Maxwell and Fermi weights. The ratio $\mu_M/\mu$ ranged from 1.001 to 1.77, and (\ref{deficit}) held in each case.

\section{When the rule is correct}

Suppose $\mu=\mu_M$. The right side of (\ref{deficit}) is then an average of nonnegative terms that vanishes, so each term must vanish wherever the weight is nonzero, apart from energies of zero total measure:
\begin{equation}
\nu_i(E)=p_i\,\nu(E).
\end{equation}
All rates, and hence all relaxation times, are constant multiples of one function of energy.

Conversely, let $\nu_i=c_ih(E)$. Then $\langle\tau_i\rangle=\langle1/h\rangle/c_i$, and
\begin{equation}
\tau_M=\frac{1}{\sum_ic_i/\langle1/h\rangle}
=\frac{\langle1/h\rangle}{\sum_ic_i}=\left\langle\frac1\nu\right\rangle .
\end{equation}
Equality therefore holds if and only if the relaxation times share one energy dependence where the weight is nonzero. The common function $h$ need not be constant or a power law.

At any temperature above zero the weight is positive for all $E>0$, so a mismatch in a narrow energy window is enough to spoil equality. In one test the first rate was proportional to $x^{1/2}(1+0.7\sin3x)$, with $x=E/k_BT$, and the second rate was twice the first, except for $2<E/k_BT<3$, where it was three times the first. With the Maxwell weight the rule then overestimated the mobility by about 0.3\%.

\section{Limit of a degenerate gas}

In a metal or a heavily doped semiconductor the weight is concentrated near the Fermi energy $E_F$. Let $\delta=E-E_F$ and $k_BT\ll E_F$. To leading order,
\begin{equation}
\langle\delta^2\rangle=\int\delta^2\left(-\frac{\partial f_0}{\partial E}\right)dE=\frac{\pi^2}{3}(k_BT)^2,
\end{equation}
while $\langle\delta\rangle$ is itself of order $T^2$. For smooth rates, expand the actual share as $\nu_i/\nu=r_i+r_i'\delta+\dots$, with $r_i$ and its energy derivative $r_i'$ taken at $E_F$. Since $\langle\tau_i\rangle=\tau_i(E_F)+O(T^2)$, we have $p_i=r_i+O(T^2)$. The bracket in (\ref{deficit}) is then $-r_i'\delta$ to leading order, and
\begin{equation}
\tau_M-\left\langle\frac1\nu\right\rangle\simeq\frac{\pi^2}{3}(k_BT)^2\sum_i\tau_i(E_F)\,r_i'^2 .
\end{equation}

For two power laws, $\nu_1\propto E^{a_1}$ and $\nu_2\propto E^{a_2}$, write $r_1=r$ and $r_2=1-r$. Differentiating $\ln[r/(1-r)]=\ln(\nu_1/\nu_2)$ gives
\begin{equation}
r'=r(1-r)\frac{a_1-a_2}{E_F},\qquad r_2'=-r'.
\end{equation}
With $\tau_1=1/(r\nu)$ and $\tau_2=1/[(1-r)\nu]$, the sum over mechanisms is
\begin{equation}
\frac{r'^2}{\nu}\left(\frac1r+\frac1{1-r}\right)=\frac{r'^2}{\nu\,r(1-r)} .
\end{equation}
Dividing the deficit by the true time $1/\nu$ yields
\begin{equation}
\frac{\mu_M}{\mu}-1\simeq\frac{\pi^2}{3}\left(\frac{k_BT}{E_F}\right)^2r(1-r)(a_1-a_2)^2 .
\label{deg}
\end{equation}
For $r=0.3$, exponents $1/2$ and $-3/2$, and $k_BT/E_F=0.005$, this is $6.909\times10^{-5}$; direct averaging gives $6.907\times10^{-5}$. As $T\to0$ the rule becomes correct in this isotropic model even for unlike rates, because one energy carries the current. In a real metal the scattering can also vary over the Fermi surface, and differently for each mechanism; the rule can then fail even at a single energy.

\section{Limit of one dominant mechanism}

Let $\nu_2$ be a small addition to $\nu_1$. To first order in $\nu_2$,
\begin{equation}
\left\langle\frac1\nu\right\rangle\simeq\langle\tau_1\rangle-\langle\tau_1^2\nu_2\rangle,
\qquad
\tau_M\simeq\langle\tau_1\rangle-\frac{\langle\tau_1\rangle^2}{\langle\tau_2\rangle}.
\end{equation}
The relative excess is therefore
\begin{equation}
\frac{\mu_M}{\mu}-1\simeq
\frac{\langle\tau_1^2\nu_2\rangle}{\langle\tau_1\rangle}-\frac{\langle\tau_1\rangle}{\langle\tau_2\rangle},
\label{weak}
\end{equation}
provided the averages exist. It is linear in the weak rate.

Take dominant impurities, $\tau_1=Ax^{3/2}$, with weak phonons, $\nu_2=Bx^{1/2}$, where $x=E/k_BT$. In a nondegenerate gas the normalized weight is $x^{3/2}e^{-x}/\Gamma(5/2)$, so $\langle x^s\rangle=\Gamma(s+5/2)/\Gamma(5/2)$. The first term of (\ref{weak}) is $AB\,\Gamma(6)/\Gamma(4)=20AB$. The second is $AB\,\Gamma(4)/\Gamma(2)=6AB$, which is also $\mu_1/\mu_2$. Hence
\begin{equation}
\frac{\mu_M}{\mu}-1\simeq14AB=\frac73\,\frac{\mu_1}{\mu_2}.
\label{seven}
\end{equation}
For these power laws the rule's error is thus more than twice $\mu_1/\mu_2$ while that ratio stays below about 0.03; at a ratio of 0.1 the factor has fallen to 1.6. The error is this large because the weak phonon scattering acts on the fast electrons, which carry most of the current when impurities dominate.

\section{Two rates for a cold semiconductor}

Let $M^2(q)$ be the squared matrix element for momentum transfer $\hbar q$, multiplied by the crystal volume. With $u=1-\cos\Theta$ we have $q^2=2k^2u$. The density of states per spin and volume is $g=mk/2\pi^2\hbar^2$. The golden rule and (\ref{nui}) give
\begin{equation}
\nu_i=\frac{2\pi}{\hbar}\,g\,\frac12\int_0^2u\,M_i^2(q)\,du .
\label{golden}
\end{equation}

A longitudinal acoustic wave of amplitude $u_q$ shifts the band edge by $\Xi qu_q$, where $\Xi$ is the deformation potential. Classical equipartition in a crystal of volume $V$ and elastic constant $c_l$ gives $\tfrac12Vc_lq^2\langle|u_q|^2\rangle=\tfrac12k_BT$. So $M^2=\Xi^2k_BT/c_l$ does not depend on $q$, the integral $\tfrac12\int_0^2u\,du$ equals 1, and
\begin{equation}
\nu_{ac}=\frac{2\pi}{\hbar}\,g\,\frac{\Xi^2k_BT}{c_l}=\frac{mk\,\Xi^2k_BT}{\pi\hbar^3c_l}\propto E^{1/2}.
\end{equation}

For $N$ singly charged centres per volume, placed at random, $M^2=N[e^2/\varepsilon(q^2+q_D^2)]^2$ in the Born approximation. Here $\varepsilon$ is the static permittivity, and $n$ free electrons per volume screen with $q_D^2=ne^2/\varepsilon k_BT$. Put $u_0=q_D^2/2k^2$ and $b=2/u_0=4k^2/q_D^2$. The integral needed is
\begin{equation}
\int_0^2\frac{u\,du}{(u+u_0)^2}
=\left[\ln(u+u_0)+\frac{u_0}{u+u_0}\right]_0^2
=\ln(1+b)-\frac{b}{1+b},
\end{equation}
and (\ref{golden}) becomes
\begin{equation}
\nu_{ion}=\frac{mNe^4}{8\pi\hbar^3\varepsilon^2k^3}\left[\ln(1+b)-\frac b{1+b}\right].
\end{equation}
For $b\gg1$ this falls as $E^{-3/2}$ times a slowly varying logarithm.

\section{Worked example: pure CdTe at 30 K}

Rough typical parameters for CdTe are $m=0.10\,m_e$, static relative permittivity 10, $\Xi=9$ eV and $c_l=70$ GPa. The chosen densities are $3\times10^{13}$ cm$^{-3}$ free electrons and $1\times10^{14}$ cm$^{-3}$ ionized centres, donors and acceptors together. The rates are:

\begin{center}
\begin{tabular}{cccc}
$E/k_BT$ & $\nu_{ac}$ (ns$^{-1}$) & $\nu_{ion}$ (ns$^{-1}$) & acoustic share\\
1 & 25 & 287 & 0.08\\
3 & 43 & 65 & 0.40\\
6 & 61 & 25 & 0.71
\end{tabular}
\end{center}

The mean times are $\langle\tau_{ac}\rangle=30.02$ ps and $\langle\tau_{ion}\rangle=13.16$ ps. The rule gives
\begin{equation}
\tau_M=\left(\frac1{30.02}+\frac1{13.16}\right)^{-1}\text{ps}=9.15\ \text{ps},
\end{equation}
whereas averaging the inverse of the summed rate gives 7.00 ps. The rule assigns phonons the fixed share $p_{ac}=9.15/30.02=0.305$, while the actual share climbs from 0.08 to 0.71 across the table. The two terms of (\ref{deficit}) are 1.24 ps (acoustic) and 0.91 ps (ionized), and their sum, 2.15 ps, is the difference between the two times.

In mobilities, $\mu_{ac}=5.3\times10^5$ and $\mu_{ion}=2.3\times10^5$ cm$^2$/Vs. The rule predicts $1.6\times10^5$ cm$^2$/Vs (16 m$^2$/Vs). The model's true value is $1.2\times10^5$ cm$^2$/Vs (12 m$^2$/Vs), so the rule is 31\% too high relative to the true value.

At fixed temperature and free-electron density, the excess falls from 37\% at $3\times10^{13}$ cm$^{-3}$ ionized centres to 2.7\% at $3\times10^{15}$ cm$^{-3}$. At the upper end $\mu_{ion}$ is 30 times smaller than in the main example, because $\nu_{ion}\propto N$. Then $\mu_{ion}/\mu_{ac}=0.0146$, and (\ref{seven}) estimates 3.4\%. That estimate omits the energy dependence of the logarithm, which lowers it to about 2.9\%, and higher-order terms, which account for the rest. The upper part of this scan illustrates the formula and does not describe real CdTe. The rms size of the random potential of the centres grows as $\sqrt N$, passes $k_BT$ near $2.4\times10^{14}$ cm$^{-3}$ and reaches about $3.6\,k_BT$ at $3\times10^{15}$ cm$^{-3}$, so the electrons no longer move in a nearly uniform band. Debye screening is itself marginal throughout, with only about 1.3 free electrons in a sphere of one screening length. In the main example it is about $0.65\,k_BT$, which is smaller but not negligible, so the uniform band is only a rough approximation there too.

The inequality also biases the reverse use of the rule. Suppose $\mu$ and $\mu_{ac}$ are known and $\mu_{ion}$ is extracted by subtracting inverses:
\begin{equation}
\left(\frac1{1.232}-\frac1{5.281}\right)^{-1}\times10^5=1.61\times10^5\ \text{cm}^2/\text{Vs}.
\end{equation}
The model's own value is $2.31\times10^5$ cm$^2$/Vs. At fixed screening, the inferred density of ionized centres would be too high by the factor $2.31/1.61=1.4$. This is for drift mobilities. Hall mobilities are proportional to $\langle\tau^2\rangle/\langle\tau\rangle$, where $\tau$ is the relaxation time of the scattering considered. In this model the factor is 2.1 when all the mobilities are Hall mobilities, and 1.1 when only the measured total is one.

\section{How far the model can be trusted}

The mobility of very pure n-type CdTe at such temperatures is roughly of order $10^5$ cm$^2$/Vs, the size found here. The chosen impurity density is far below that of ordinary doped material. One weak assumption is the Born approximation. Its expansion parameter, $e^2/4\pi\varepsilon\hbar v$ for speed $v$, is 1.3 at $E=3k_BT$, which is not small. Replacing the screened Born rate by classical Coulomb scattering, cut off at half the mean spacing of the centres, raises the mobility by 36\% and lowers the rule's excess to 24\%. Part of this change comes from the shorter cutoff. The mobility is therefore uncertain by some tens of percent, while an excess of about a quarter survives this change.

Electron-electron collisions are also omitted. They conserve the total momentum of the electrons but move it between energies, so the proof does not cover them. A variational estimate, not part of the numerical output, has them lower $\mu$ by roughly 4 to 7\% and, when they are included in every mobility, reduce the rule's excess from 31\% to roughly 18 to 22\%, depending on the Coulomb logarithm taken for these collisions. The size of the excess in real material is therefore less certain than the model's figure suggests. It also depends on the deformation potential: with 7 or 11 eV in place of 9 eV, the model without these collisions gives 25\% or 34\%.

The other effects considered matter less for the rule's excess. Estimated separately, piezoelectric scattering and neutral donors each lower $\mu$ by about 3\%, and polar optical phonons by about 6\% if every optical event is taken to randomize the electron's direction, which slightly overstates their effect. All three together lower it by 11\% and leave the excess at 30\%. Screening by electrons bound to donors raises $\mu$ by about 5\%. Degeneracy and nonparabolicity enter through ratios of order $10^{-3}$ and $5\times10^{-3}$. The largest acoustic phonon exchanged at $3k_BT$ carries 8\% of the electron's energy, so elasticity is a fair approximation.

The field must also be weak. The drift velocity reaches the sound velocity, 3.5 km/s, at about 2.8 V/cm, but the electrons are already heated there, because impurities take up their momentum and not their energy. With acoustic phonons as the only energy loss, an energy-balance estimate has the mean energy more than double; optical-phonon emission, fed by electron-electron collisions, cuts the rise to roughly 7\%. The weak-field result calls for fields well below this, a few tenths of a volt per centimetre.

In CdTe near room temperature polar optical phonons dominate. They exchange energies comparable with $k_BT$, so the collision term links different energies and no longer reduces to $-\nu(E)f_1$. The proof given here does not cover that case. The numerical output lists the remaining values of the density scan and of the neglected effects.

\section*{Numbers as computed}
\begin{verbatim}
Random rate sets: mu_M/mu from 1.0012 to 1.770
Proportional rates: |mu_M/mu - 1| = 0.0e+00
Rates differing only for 2 < E/kT < 3: excess = 0.307 %
Degenerate, kT/E_F = 0.005, share 0.3: excess = 6.907e-05
  quadratic law gives 6.909e-05
CdTe (rough): T = 30 K, kT = 2.585 meV, m/m_e = 0.10
  static, optical relative permittivity = 10.0, 7.0
  deformation potential = 9.0 eV, elastic constant = 70 GPa
  mass density = 5.85 g/cm3, band gap = 1.6 eV
  LO phonon = 21 meV, piezo coupling K^2 = 3.5e-04
  free electrons = 3.0e+13 cm^-3, ionized centres = 1.0e+14 cm^-3
  ionized donors = 6.50e+13, acceptors = 3.50e+13 cm^-3
  screening length = 218 nm
E = 1 kT: nu_ac = 25.06, nu_ion = 286.55 ns^-1, acoustic share = 0.080
E = 3 kT: nu_ac = 43.40, nu_ion = 64.96 ns^-1, acoustic share = 0.400
E = 6 kT: nu_ac = 61.37, nu_ion = 25.16 ns^-1, acoustic share = 0.709
Mean times: acoustic = 30.023 ps, ionized = 13.159 ps
  weights p: acoustic = 0.3047, ionized = 0.6953
  summed-inverse time = 9.149 ps, true time = 7.004 ps
  deficit = 2.145 ps
  deficit terms: acoustic = 1.238, ionized = 0.907 ps
mu_ac = 5.281e+05 cm2/Vs, mu_ion = 2.314e+05 cm2/Vs
mu_M = 1.609e+05 cm2/Vs, true mu = 1.232e+05 cm2/Vs
  = 16.091 and 12.318 m2/Vs
  overestimate mu_M/mu - 1 = 30.63 %
Scan of ionized-centre density at fixed free-electron density:
  3e+13 cm^-3: mu_M = 3.135e+05, mu = 2.287e+05 cm2/Vs, excess = 37.07 %
  1e+14 cm^-3: mu_M = 1.609e+05, mu = 1.232e+05 cm2/Vs, excess = 30.63 %
  3e+14 cm^-3: mu_M = 6.731e+04, mu = 5.728e+04 cm2/Vs, excess = 17.51 %
  1e+15 cm^-3: mu_M = 2.217e+04, mu = 2.07e+04 cm2/Vs, excess = 7.09 %
  3e+15 cm^-3: mu_M = 7603, mu = 7406 cm2/Vs, excess = 2.66 %
Neglected effects (mu, its change, and the rule's excess):
  with piezoelectric: 1.196e+05 cm2/Vs, -2.9 %, excess 29.6 %
  with neutral donors: 1.195e+05 cm2/Vs, -3.0 %, excess 30.3 %
  with polar optical: 1.16e+05 cm2/Vs, -5.8 %, excess 31.1 %
  with these three: 1.097e+05 cm2/Vs, -11.0 %, excess 29.9 %
  donor screening added: 1.291e+05 cm2/Vs, +4.8 %, excess 31.1 %
  classical cutoff: 1.678e+05 cm2/Vs, +36.2 %, excess 24.3 %
  hydrogenic donor depth = 13.6 meV, neutral donors = 3.00e+13 cm^-3
  Coulomb (Born) parameter at 3 kT = 1.32
  degeneracy n/N_c = 1.2e-03, nonparabolicity 3kT/gap = 4.8e-03
  largest acoustic phonon at 3 kT = 0.251 kT = 0.084 E
  sound velocity = 3.46 km/s, reached at field 2.81 V/cm
\end{verbatim}
